# Why elemental-source atomic layer epitaxy has a temperature window

## The situation

Cadmium telluride can be grown by sending cadmium vapour and tellurium vapour to a heated substrate in turn, with a pause after each pulse. Neither vapour meters itself. If a pulse delivers more atoms than the surface can bind to the compound, the surplus may condense on top as elemental material. Yet there can be a range of temperatures in which each pulse leaves close to one layer, even when the dose is several times what one layer needs.

In the model treated here the pause, called the purge, does the metering. The surplus is held by bonds to its own element, while the first layer is held by bonds to the other element. If the second kind of bond is sufficiently stronger, a purge can remove the surplus and spare nearly all of the first layer. Two questions follow: what sets the lowest and highest usable temperatures, and how much stronger must the first layer be bound?

## The model and its single rate law

At the end of a pulse, let every site carry one first-layer unit with $N$ excess units stacked above it. A layer means the saturated, self-limited coverage, which need not be one atom per ideal lattice site. The supply stops at time zero and the purge lasts a time $t$. Four assumptions define the model:

- Only the top unit of a column can leave.
- Columns do not exchange units.
- Nothing returns from the gas.
- An exposed unit has a constant probability per unit time of leaving.

The last assumption is first-order desorption. For exposed excess and first-layer units the rates are

$$k_{ex}=\nu_{ex}e^{-E_{ex}/k_BT},\qquad k_1=\nu_1e^{-E_1/k_BT}.$$

Here $E$ is a desorption barrier, $\nu$ an attempt rate, $k_B$ Boltzmann's constant and $T$ the substrate temperature. Barriers and attempt rates are taken as independent of temperature and coverage.

A purge is called successful if at most $\varepsilon$ excess layers remain on average and at most a fraction $\delta$ of the first layer has been lost. These tolerances are needed because an exponential decay never ends. Without them neither limit would have a definite value.

The example uses rough effective barriers for CdTe. For Cd they are 1.0 eV (excess) and 1.7 eV (first layer); for Te, 1.3 eV and 1.9 eV. All attempt rates are $10^{13}\ \mathrm{s^{-1}}$, the purge lasts 2 s, $N=2$, and $\varepsilon=\delta=0.05$.

## First contribution: clearing the excess

Let $p_j$ be the probability that $j$ units have left a column, and measure time by the dimensionless dose $x=k_{ex}t$. While excess remains, each departure exposes another excess unit with the same rate. For $j<N$ therefore

$$\frac{dp_0}{dx}=-p_0,\qquad \frac{dp_j}{dx}=p_{j-1}-p_j .$$

Write $p_j=e^{-x}q_j$. The derivative of the exponential cancels the term $-p_j$, leaving $dq_0/dx=0$ and $dq_j/dx=q_{j-1}$. Since $q_0(0)=1$ and the other $q_j$ start at zero, repeated integration gives $q_j=x^j/j!$, so

$$p_j=e^{-x}\frac{x^j}{j!}\qquad (j<N).$$

A column that has lost $j$ units still holds $N-j$ excess units. The mean excess, in layers, is

$$m_N(x)=e^{-x}\sum_{j=0}^{N-1}(N-j)\frac{x^j}{j!}.$$

To find how fast it falls, differentiate and use the rate equations, with $p_{-1}=0$:

$$\frac{dm_N}{dx}=\sum_{j=0}^{N-1}(N-j)p_{j-1}-\sum_{j=0}^{N-1}(N-j)p_j .$$

In the first sum set $i=j-1$. It becomes $\sum_{i=0}^{N-2}(N-i-1)p_i$, and its upper end may be moved to $N-1$ because the added term is zero. The two sums then differ by one $p_j$ for each $j$:

$$\frac{dm_N}{dx}=-\sum_{j=0}^{N-1}p_j=-P(\text{excess remains}).$$

The excess is lost at the rate $k_{ex}$ times the fraction of sites that still carry any. At the start this fraction is one, whatever the value of $N$. A thick excess thus begins to leave at a constant, zero-order rate, although each exposed unit obeys a first-order law. The two statements agree because buried units do not take part.

For $N=2$, the loss rate per remaining excess unit is

$$-\frac{1}{m_2}\frac{dm_2}{dx}=\frac{1+x}{2+x}.$$

It starts at 0.5, since half the excess is buried, and has risen to 0.856 when the tolerance is met. Even then the total excess does not follow a simple exponential, because some columns still hold two units.

The derivative is negative, and $m_N$ falls from $N$ to zero. For $0<\varepsilon<N$ there is therefore one dose $x_N$ at which $m_N(x_N)=\varepsilon$. With one excess layer, $m_1=e^{-x}$ and $x_1=\ln(1/\varepsilon)=3.00$. With two, the condition is $e^{-x}(2+x)=0.05$, with root $x_2=4.93$.

For a thick excess a simple bound is available. If departures never ran out, their mean number would be $x$. The excess left in a column is the larger of $N$ minus that number and zero, so its mean is at least $N-x$. Hence $x_N\ge N-\varepsilon$: at fixed temperature, the purge must last at least $(N-\varepsilon)/k_{ex}$, a lower bound that rises linearly with the thickness.

The lower temperature limit follows from $k_{ex}t\ge x_N$. Inserting the rate and rearranging,

$$e^{E_{ex}/k_BT}\le\frac{\nu_{ex}t}{x_N}.$$

Take logarithms. If $\nu_{ex}t>x_N$, the right side is positive and division preserves the inequality:

$$T\ge T_{low}=\frac{E_{ex}}{k_B\ln(\nu_{ex}t/x_N)}.$$

If $\nu_{ex}t\le x_N$, no finite temperature clears the excess in time, because the rate cannot exceed $\nu_{ex}$.

For Te the logarithm is $\ln(2\times10^{13}/4.932)=29.03$. With $k_B=8.617\times10^{-5}$ eV/K,

$$T_{low}(\mathrm{Te})=\frac{1.3}{8.617\times10^{-5}\times29.03}\ \mathrm{K}\approx520\ \mathrm{K}.$$

For Cd the same logarithm and the smaller barrier give 400 K. The thickness matters much less than the barrier: one excess Te layer instead of two lowers the limit only from 520 K to 511 K, because the dose enters through a logarithm. The surplus is still not free to grow without bound: 120 excess layers would raise the limit to 588 K, just above the upper limit found below for the same purge.

## Second contribution: keeping the first layer

Suppose first that a first-layer unit is exposed throughout the purge. Its survival probability $S$ obeys $dS/dt=-k_1S$, so $S=e^{-k_1t}$. The requirement $1-S\le\delta$ becomes

$$k_1t\le y,\qquad y=-\ln(1-\delta).$$

For $\delta=0.05$, $y=0.0513$. The rearrangement is the same as before with the inequality reversed. For $\nu_1t>y$,

$$T\le T_{high}=\frac{E_1}{k_B\ln(\nu_1t/y)}.$$

In fact the excess shields the first layer for a while. If a column is cleared at time $\tau<t$, its first-layer unit is lost with probability $1-e^{-k_1(t-\tau)}$, which is smaller than $1-e^{-k_1t}$. If it is not cleared, the unit cannot be lost. Shielding can therefore only raise the true upper limit, and the formula is a safe estimate within this model.

In the example the correction is negligible, because near the upper limits the excess leaves very early in the purge. Solving the full column equations numerically for Cd and for Te gave upper limits within 0.05 K of the formula.

For Cd the logarithm is $\ln(2\times10^{13}/0.0513)=33.60$, so

$$T_{high}(\mathrm{Cd})=\frac{1.7}{8.617\times10^{-5}\times33.60}\ \mathrm{K}\approx587\ \mathrm{K}.$$

For Te the limit is 656 K.

## Putting the two elements together

If both half-cycles run at one substrate temperature, that temperature must satisfy all four limits. The window runs from the larger lower limit to the smaller upper limit:

$$520\ \mathrm{K}\le T\le587\ \mathrm{K},$$

or 246 to 314 °C, a width of about 68 K. Excess tellurium sets the bottom and first-layer cadmium sets the top. The limiting barriers belong to different elements, so neither element's own pair of barriers gives the width.

Three temperatures, at the same 2 s purge, show the two failures separately.

- At 480 K, Cd is left with 1.00 layer but Te with 2.56. The Te first layer is intact, with 1.56 excess layers above it.
- At 550 K, Cd retains 0.995 layer and Te 1.000, with negligible excess of either.
- At 640 K, Te retains 0.98 layer but Cd only 0.44.

These are coverages after one purge that starts from a saturated surface. What the next Cd pulse makes of 1.56 excess Te layers lies outside the model. It might convert some into extra compound or bury some as a defect. In either case the cycle no longer adds a self-limited amount.

The plateau is not perfectly flat. Cd loss is about 0.5% at 550 K and reaches the permitted 5% at 587 K. The upper edge marks a chosen loss on a smooth curve, not a sudden change of mechanism.

## How much stronger must the first layer be?

By the safe estimate, the window is open if $T_{high}>T_{low}$, that is, if

$$E_1>k_BT_{low}\ln\frac{\nu_1t}{y}.$$

The definition of $T_{low}$ also gives $E_{ex}=k_BT_{low}\ln(\nu_{ex}t/x_N)$. Subtract this from both sides. The purge time cancels inside the combined logarithm, although it still enters through $T_{low}$:

$$E_1-E_{ex}>k_BT_{low}\ln\frac{\nu_1x_N}{\nu_{ex}y}.$$

Here $E_{ex}$ belongs to the element that sets the bottom of the window and $E_1$ to the one that sets the top.

The meaning is clearest in terms of rates. During one purge the excess must receive a dose of at least $x_N$, while the safe estimate allows the first layer a dose of at most $y$. By this estimate the excess must desorb at least $x_N/y=4.932/0.0513\approx96$ times as fast. The figure is accurate for the example, because the Cd excess leaves early and the Cd first layer is exposed for almost the whole purge. If one element set both limits, shielding would lower the required ratio to about 58 for the same $N$ and tolerances. With equal attempt rates, a slightly stronger first-layer bond provides neither ratio. The requirement is on rates, however: if $\nu_{ex}$ exceeds $\nu_1$ by more than $x_N/y$, the required barrier gap vanishes.

At $T_{low}$ the thermal energy $k_BT$ is about 0.0448 eV. With equal attempt rates the required gap is $0.0448\ln96\approx0.204$ eV. The Cd first-layer barrier must then exceed $1.3+0.204=1.504$ eV, and the value used, 1.7 eV, does so comfortably.

This threshold was tested by solving the column equations for both elements from 380 K to 720 K in steps of 0.5 K. With the Cd first-layer barrier 0.01 eV above the threshold a usable temperature was found; with it 0.01 eV below, none was.

Equal barriers and attempt rates show why contrast is essential, even with shielding included. Every departure then has the same rate, and the first-layer unit is lost once three departures have occurred. At $x=4.932$, where the excess just meets its tolerance, the lost fraction is

$$1-e^{-x}\left(1+x+\frac{x^2}{2}\right)\approx0.87.$$

A shorter purge leaves too much excess, and a longer one loses still more of the first layer. Changing the temperature only changes $x$, so it offers no escape.

## What the purge time can and cannot do

At fixed temperature the two criteria define a window in time:

$$\frac{x_N}{k_{ex}}\le t\le\frac{y}{k_1}.$$

At 550 K, $k_{ex}(\mathrm{Te})=12.24\ \mathrm{s^{-1}}$ and $k_1(\mathrm{Cd})=2.65\times10^{-3}\ \mathrm{s^{-1}}$. The permitted purge, if both elements are given the same one, runs from $4.932/12.24=0.40$ s to $0.0513/(2.65\times10^{-3})\approx19.4$ s. The 2 s purge lies well inside.

To see how the temperature limits move, write either as $T=E/(k_BL)$, where $L$ is its logarithm. Since $dL/d\ln t=1$,

$$\frac{dT}{d\ln t}=-\frac{E}{k_BL^2}=-\frac{k_BT^2}{E},$$

where the last step uses $L=E/(k_BT)$. The slopes are $-17.9$ K at the lower limit and $-17.5$ K at the upper one. Doubling the purge to 4 s, with all else fixed, lowers both limits by about 12 K.

A longer purge thus moves this window towards lower temperature while hardly changing its width. It can rescue a process that is somewhat too cold, but it is a poor substitute for a larger difference in binding.

## Weighing what was left out

**Pairing of tellurium atoms.** Tellurium can leave as Te$_2$. If the excess consists of units that arrive and leave as intact molecules, the first-order law applies to those units. If separate atoms must first meet, a well-mixed last layer of coverage $c$ obeys a second-order law, $dc/dx=-c^2$. Integration from $c=1$ gives $1/c=1+x$, so reaching $c=0.05$ takes a dose of $20-1=19$ instead of 3.00. With the same barrier and attempt rate, the lower limit for this single layer rises from 511 K to 545 K. The example has two excess layers. If the upper one leaves first, at the constant rate $k_{ex}$ and so with a dose of 1, and the last one then leaves by pairing, the total dose is 20 and the lower limit is 546 K. This is 26 K above the calculated limit of 520 K. It removes about 40% of the calculated window but does not close it. A constant rate for the upper layer assumes the levelling discussed next; measured from the levelled first-order limit of 516 K, the shift is 30 K. Its size also depends on the assumed rate constant: if both steps ran twice as fast, as when each event removes two atoms, the dose would be 10 and the limit would lie only 13 K above 520 K.

**Levelling of the excess.** Surface diffusion may fill the holes left by departing units. In the limit of rapid levelling, the exposed fraction is one while the excess exceeds one layer, and equals the excess coverage afterwards. The first of two layers then takes a dose of 1, and the second takes $\ln20=3.00$. The total is 4.00 instead of 4.93, because no tall columns are left behind. The lower limit falls by about 4 K, to 516 K.

**Attempt rates.** A tenfold smaller excess attempt rate raises the lower limit to 564 K; a tenfold larger one lowers it to 481 K. For the first layer the same changes move the upper limit to 630 K and 550 K. If both rates are wrong by the same factor of ten, in the same direction, the window moves but survives. If the excess rate is ten times smaller and the first-layer rate ten times larger, the limits cross at 564 K and 550 K and the safe estimate gives no window.

**Barriers.** At fixed attempt rate and purge time each limit is proportional to its barrier. An error of 0.1 eV in the Te excess barrier therefore moves the lower limit by $520\times0.1/1.3=40$ K. Barrier and attempt rate should be taken from the same rate data. If both are changed so that the desorption rate at the old limit stays the same, the limit stays too.

**Gas left in the chamber.** Let $r$ be the arrival rate per site divided by $k_{ex}$. In the steady state, arrivals that raise columns from height $n$ to $n+1$ balance departures in the opposite direction, so $P_{n+1}=rP_n$. For $r<1$, normalization gives $P_n=(1-r)r^n$, with mean excess $r/(1-r)$.

The estimate takes $10^{-9}$ Torr of Te$_2$ at 600 K, a lattice constant of 0.648 nm, two sites per squared lattice constant and complete sticking. It gives $3.8\times10^{-4}$ Te atoms per site per second. At the lower limit the steady excess is $1.5\times10^{-4}$ layer, far below the allowed 0.05. The steady excess alone would reach 0.05 at $r=0.05/1.05=0.048$, about 300 times this pressure, or roughly $3\times10^{-7}$ Torr. A slowly decaying source tail could therefore matter even though the assumed background does not.

**Loss of the compound below.** When a Cd unit leaves, the Te beneath is exposed and may follow. At the upper limit this removes about $2.5\times10^{-5}$ layer of Te per purge, negligible beside the 5% loss of Cd.

## How the example relates to real growth

Elemental-source epitaxy of CdTe is carried out at substrate temperatures of very roughly 300 °C, so the calculated window lies in a realistic range. This is not independent confirmation, since the barriers are rough effective values chosen for that regime. The starting stack of $N=2$ excess layers is also prescribed rather than derived. It applies to pulses that are short compared with $1/k_{ex}$. If a surplus of two layers arrives at one layer per second, the same rates leave only about 0.55 excess Te layer at the end of the pulse at 520 K and 0.09 at 550 K, and almost no excess Cd. Much of the metering then happens during the pulse itself. The lower limit depends somewhat on the flux: about 507 K at 0.3 layer per second, 516 K at one and 525 K at thirty, where random arrival builds some tall columns. An attempt rate of $10^{13}\ \mathrm{s^{-1}}$ is a conventional scale; desorption from a condensed element can have a considerably larger one, paired with a larger barrier. Surface reconstruction can also make the self-limited Cd coverage smaller than one atom per ideal site, which changes the thickness grown per cycle without changing the desorption argument. Of the rate-law assumptions examined here, independent first-order loss of tellurium is the most consequential: replacing it by pairing of separate atoms in the last excess layer raises the lower edge by about 26 K in the two-layer example, for the pairing rate constant assumed above.

The window therefore rests on a contrast in rates. The purge must be long on the time scale of the excess and short on that of the first layer, for both elements at once. First-order desorption of exposed units turns these conditions into two temperatures, provided that the contrast in barriers and attempt rates together is large enough to put them in the right order. The numerical output below lists the main values.

## Computed results

```
attempt rate 1e+13 1/s, purge 2.0 s, excess layers 2
allowed excess 0.05 layer, allowed first-layer loss 0.05
x_N = 4.932, y = 0.0513, ln(1/eps) = 2.996
excess loss rate per unit / k_ex: start 0.500, end 0.856
Cd: barriers excess 1.0 eV, first 1.7 eV
Cd: T_low 399.7 K, T_high 587.2 K
Te: barriers excess 1.3 eV, first 1.9 eV
Te: T_low 519.6 K, T_high 656.3 K
common window 519.6 to 587.2 K, width 67.5 K
common window 246 to 314 deg C
logarithms: low limit 29.03, high limit 33.60
480 K Cd: excess 0.0000, first layer 1.0000, total 1.0000 layers
480 K Te: excess 1.5637, first layer 1.0000, total 2.5637 layers
550 K Cd: excess 0.0000, first layer 0.9947, total 0.9947 layers
550 K Te: excess 0.0000, first layer 0.9999, total 0.9999 layers
640 K Cd: excess 0.0000, first layer 0.4402, total 0.4402 layers
640 K Te: excess 0.0000, first layer 0.9784, total 0.9784 layers
smallest Cd first-layer barrier for a window 1.504 eV
required margin above the Te excess barrier 0.204 eV
at 550 K: k_ex(Te) 12.24 1/s, k_1(Cd) 2.65e-03 1/s
at 550 K: purge time from 0.40 s to 19.4 s
dT/dln t: low limit -17.9 K, high limit -17.5 K
purge doubled: low limit -12.1 K, high -11.9 K
neglected effects:
last Te layer, first order: dose 3.00, T_low 510.9 K
last Te layer, second order: dose 19.0, T_low 545.0 K
levelled excess: dose 4.00, T_low 515.9 K
attempt rate x 0.1: T_low 564.4 K, T_high 630.4 K
attempt rate x 10: T_low 481.5 K, T_high 549.5 K
residual Te2 1e-09 Torr at 600 K, lattice constant 0.648 nm
Te arrival 3.8e-04 per site and s, steady excess at T_low 1.5e-04 layer
Te lost from below Cd at T_high 2.5e-05 layer per purge
```
